# Estimating the Dill C of an EUV resist from its acid yield

A resist that absorbs 5 per micrometre at 92 eV, makes two acids per absorbed photon and holds 0.1 acid generators per nm$^3$ has an effective Dill constant

$$
C=\frac{\phi_0\,\alpha}{E\,\rho}\approx 0.068\ \mathrm{cm^2/mJ}.
$$

Here $\alpha$ is the absorption coefficient, $\phi_0$ the number of acids per absorbed photon in fresh resist, $E$ the photon energy and $\rho$ the initial number density of generators. The constant is defined by the rate law

$$
\frac{dm}{dD}=-C\,m ,
$$

where $m$ is the fraction of generators still intact and $D$ is the local dose, that is, the energy per area that has passed the point considered. The four input numbers fix the initial slope of the conversion curve. Whether the rest of the curve is the exponential implied by this rate law depends on how the yield changes as generators are used up.

## The estimate on one page

The photon energy in joules is $E=92\ \mathrm{eV}=1.474\times10^{-17}$ J. Since $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$, a dose of 1 mJ/cm$^2$ is $10^{-17}$ J/nm$^2$, and it carries

$$
\frac{10^{-17}}{1.474\times10^{-17}}=0.678\ \text{photons per nm}^2 .
$$

An absorption coefficient of 5 per micrometre is 0.005 per nm, so each nm of depth takes 0.5 % of the photons. The absorbed density is

$$
0.005\times0.678=0.00339\ \text{photons per nm}^3 .
$$

Two acids per photon make 0.00678 acids per nm$^3$. There are 0.1 generators per nm$^3$, so the fraction converted by the first mJ/cm$^2$, at the initial rate, is

$$
\frac{0.00678}{0.1}=0.0678 .
$$

A converted fraction per unit dose is what $C$ measures at the start of exposure, hence $C=0.0678\ \mathrm{cm^2/mJ}$, or $0.00678\ \mathrm{m^2/J}$.

The result is proportional to $\phi_0$ and $\alpha$ and inversely proportional to $\rho$. A yield known to 20 % therefore gives a $C$ known to no better than about 20 %, unless its error is offset by another. The third digit serves to follow the arithmetic; the estimate itself is 0.07.

## Controlled derivation of the initial slope

Let $D(z)$ be the dose that reaches depth $z$. With the natural-log convention for $\alpha$, and with $\alpha$ unchanged by exposure,

$$
\frac{dD}{dz}=-\alpha D .
$$

The energy lost between $z$ and $z+dz$ is $\alpha D\,dz$ per area, so the energy absorbed per volume is $\alpha D$. Dividing by the energy of one photon gives the density of absorbed photons,

$$
n_{\rm abs}=\frac{\alpha D}{E}.
$$

If an absorption coefficient is quoted to base ten, it must first be multiplied by $\ln 10$.

Let $\phi$ be the mean number of new acids per absorbed photon at the current stage of exposure. One generator is consumed for each acid, so the density of intact generators, $\rho m$, obeys

$$
\rho\,\frac{dm}{dD}=-\phi\,\frac{dn_{\rm abs}}{dD}=-\frac{\phi\,\alpha}{E}.
$$

At $D=0$ we have $m=1$ and $\phi=\phi_0$. Therefore

$$
-\left.\frac{dm}{dD}\right|_{0}=\frac{\phi_0\alpha}{E\rho}=C .
$$

This step needs no assumption about later exposure. It does assume that electrons carry no net yield into or out of the small volume considered, a condition that fails near the film faces.

The same result can be written with an area per generator,

$$
C=\frac{\sigma}{E},\qquad \sigma=\frac{\phi_0\alpha}{\rho}
=\frac{2\times0.005}{0.1}\ \mathrm{nm^2}=0.1\ \mathrm{nm^2}.
$$

This $\sigma$ is not the photoabsorption cross-section of the generator molecule. The whole resist absorbs the photons, and the electrons they release carry the energy to the generators. The area $\sigma$ is a bookkeeping quantity: at low dose, the photon fluence times $\sigma$ is the fraction of generators converted.

## When the exponential law follows

Suppose that electrons reach spent and intact generators alike, and that an electron arriving at a spent one makes no acid. The chance of success is then proportional to $m$, so $\phi=\phi_0m$. The rate equation becomes $dm/dD=-Cm$. Separating the variables and integrating from $m=1$ at $D=0$,

$$
\int_1^m\frac{dm'}{m'}=-C\int_0^D dD'
\quad\Longrightarrow\quad m=e^{-CD}.
$$

The acid density is $\rho(1-e^{-CD})$.

There is a direct statistical reading. By dose $D$, the mean number of attempts per generator is $\phi_0n_{\rm abs}/\rho=CD$. If the attempts on a given generator come from independent photons and all generators are equally exposed, their number has a Poisson distribution. The chance of no attempt is $e^{-CD}$, which is the intact fraction. A photon may make two acids close together without spoiling this argument, provided its two attempts fall on different generators.

For a local dose of 20 mJ/cm$^2$, $CD=1.357$. The converted fraction is $1-e^{-1.357}=0.743$, and the acid density is 0.0743 per nm$^3$. The straight-line estimate $CD$ would convert more generators than exist, so at this dose the initial slope alone is not enough.

## When the yield does not fall in proportion

A different picture lets spent generators stop capturing electrons, while other sinks in the resist continue to do so. Let a photon release $N$ electrons able to make an acid. Let each electron end either at an intact generator, with weight $m$, or at another sink, with weight $k$. The number $k$ is thus the strength of the other sinks relative to the full generator loading. The yield is

$$
\phi=N\,\frac{m}{m+k}.
$$

In fresh resist $m=1$ and $\phi=\phi_0$, so $N=\phi_0(1+k)$, and

$$
\phi=\phi_0\,\frac{(1+k)m}{m+k},\qquad
\frac{dm}{dD}=-C\,\frac{(1+k)m}{m+k}.
$$

Separating the variables gives

$$
\int_1^m\left(1+\frac{k}{m'}\right)dm'=-(1+k)CD ,
$$

and therefore

$$
m-1+k\ln m=-(1+k)CD .
$$

To solve for $m$, move the 1 to the right, divide by $k$ and take the exponential:

$$
m\,e^{m/k}=\exp\!\left[\frac{1-(1+k)CD}{k}\right].
$$

After one more division by $k$, the left side has the form $we^w$ with $w=m/k$. The Lambert function $W$ is defined by $W(x)e^{W(x)}=x$, so

$$
m=k\,W\!\left(\frac1k\exp\!\left[\frac{1-(1+k)CD}{k}\right]\right).
$$

Two limits connect this to simpler laws. For $k\to\infty$, division of the implicit equation by $k$ leaves $\ln m=-CD$, the exponential. Strong competing sinks make the yield proportional to the intact generators. At fixed $\phi_0$, however, this limit needs $N=\phi_0(1+k)$ electrons per photon. At a rough 10 eV per ionization a 92 eV photon frees at most about nine, so with $\phi_0=2$ the model allows only $k\lesssim3.6$. For the present inputs the exponential therefore has to come from the picture of the previous section, not from large $k$. For $k\to0$ at fixed $m>0$, the logarithmic term vanishes and $m=1-CD$. Every electron then finds an intact generator while any remain, so the yield is constant until the supply runs out. That happens at $D=1/C=14.7$ mJ/cm$^2$ for the present numbers.

All these curves have the same initial slope, but they give different answers when $C$ is read from a single finite dose through

$$
C_{\rm app}=-\frac{\ln m}{D}.
$$

The size of the shift follows from a second-order expansion. Write $x=CD$ and $g(m)=(1+k)m/(m+k)$, so that $dm/dx=-g$. Then

$$
\frac{d^2m}{dx^2}=-g'(m)\frac{dm}{dx}=g'(m)\,g(m).
$$

Since $g'(m)=(1+k)k/(m+k)^2$, at $m=1$ we have $g=1$ and $g'=k/(1+k)$. Hence

$$
m=1-x+\frac{k}{1+k}\frac{x^2}{2}+\dots
$$

With $-\ln(1-y)=y+y^2/2+\dots$ and $y=1-m$,

$$
-\ln m=x+\left(1-\frac{k}{1+k}\right)\frac{x^2}{2}+\dots
=x+\frac{x^2}{2(1+k)}+\dots,
$$

so that

$$
C_{\rm app}=C\left[1+\frac{CD}{2(1+k)}+\dots\right].
$$

In this model a reading at finite dose overestimates the initial constant, and the error is small when $CD\ll2(1+k)$.

Take $k=1$, which means that a photon releases four usable electrons and half of them reach generators in fresh resist. At 20 mJ/cm$^2$ the Lambert solution gives a converted fraction of 0.846 and $C_{\rm app}=0.0934\ \mathrm{cm^2/mJ}$. This is 38 % above the initial $C$. The second-order formula gives a 34 % rise, so it accounts for most of the shift. At the same local dose the converted fractions are:

| Yield law | Converted fraction |
|---|---:|
| proportional to $m$ | 0.743 |
| competition, $k=1$ | 0.846 |
| constant until exhaustion | 1 |

The initial yield and the other inputs are held fixed in this comparison. The value $k=1$ is a choice made to show the size of the effect.

## From local dose to a film of finite thickness

An exposure tool sets the incident dose $D_0$, while $C$ has been defined with the local dose. Without reflection, $D(z)=D_0e^{-\alpha z}$. For a film of thickness $d$ and the proportional-yield law, the mean intact fraction is

$$
\bar m=\frac1d\int_0^d\exp\!\left(-CD_0e^{-\alpha z}\right)dz .
$$

At low dose the exponential can be expanded to first order:

$$
1-\bar m\approx\frac{CD_0}{d}\int_0^d e^{-\alpha z}dz
=CD_0\,\frac{1-e^{-\alpha d}}{\alpha d}.
$$

The film-average constant is therefore

$$
\bar C=C\,\frac{1-e^{-\alpha d}}{\alpha d}.
$$

For a 40 nm film, $\alpha d=0.2$. The film absorbs 18.1 % of the light, the depth factor is 0.906, and $\bar C=0.0615\ \mathrm{cm^2/mJ}$. This is 9 % below the local value.

At any dose, substitute $u=CD_0e^{-\alpha z}$, for which $dz=-du/(\alpha u)$. The top of the film corresponds to $u=CD_0$ and the bottom to $u=CD_0e^{-\alpha d}$. Reversing the limits removes the minus sign:

$$
\bar m=\frac{1}{\alpha d}\int_{CD_0e^{-\alpha d}}^{CD_0}\frac{e^{-u}}{u}\,du
=\frac{E_1(CD_0e^{-\alpha d})-E_1(CD_0)}{\alpha d},
$$

where $E_1(x)=\int_x^\infty e^{-u}u^{-1}du$. At $D_0=20$ mJ/cm$^2$ the mean converted fraction is $1-\bar m=0.707$, compared with 0.743 at the top surface. Reading a constant from the film average gives $-\ln(\bar m)/D_0=0.0614\ \mathrm{cm^2/mJ}$, almost the low-dose value. The agreement is close because the local dose varies by only 18 % through this film. In a thick film the bottom would lag well behind the top, and one exponential would describe the average less well.

## A film of discrete photons and generators

The smooth rate equation ignores the random positions of photons and generators. A random-number simulation shows how much this matters for one chosen rule of attempts. The rule builds in the proportional fall of the yield, so the simulation does not test that law. It uses a film 40 nm thick and 60 nm by 60 nm in area, periodic sideways, with 14,400 generators placed at random. Photons arrive with Poisson statistics and are absorbed at exponentially distributed depths. Each absorbed photon picks two different generators from the 12 nearest to it, and a generator already spent gives no new acid. The farthest of the 12 candidates lies on average 3.1 nm from the photon.

| Incident dose (mJ/cm$^2$) | Simulated fraction | Film formula |
|---:|---:|---:|
| 1 | 0.059 | 0.060 |
| 5 | 0.264 | 0.265 |
| 20 | 0.700 | 0.707 |

The entries average 20, 4 and 2 independent films respectively. The simulation and the formula agree to about 1 % of the converted fraction.

Some shortfall is expected at high dose. Unevenly placed generators do not all receive the same mean number of attempts $a$. Because $e^{-a}$ is a convex function, its average is at least $e^{-\bar a}$, so unequal exposure leaves more generators intact. An average over two films has a sampling spread of about 0.003, so only part of the 1 % difference at 20 mJ/cm$^2$ is systematic. With more films the simulated fraction settles near 0.703, about 0.6 % below the formula, and with generators on a regular lattice the shortfall almost vanishes. Its size depends on the number of candidates: about 1.6 % for 4 and 2.7 % for 2.

## Sizes of the remaining effects

Electrons can leave through the film faces. For an estimate, let each fly straight for a length $r<d$ in a random direction from a uniformly distributed starting point. At distance $z<r$ from a face, it escapes if the cosine of its direction towards that face exceeds $z/r$. The cosine is uniform between $-1$ and 1, so the chance is $(1-z/r)/2$. Averaging over the film and counting both faces,

$$
f_{\rm esc}=\frac{2}{d}\int_0^r\frac{1-z/r}{2}\,dz=\frac{r}{2d}.
$$

A rough reach of 3 nm in a 40 nm film gives 3.75 %. If escaping electrons make no acid, and if this loss is not already contained in the measured yield, the film-average $C$ falls by about that fraction. The figure depends on the flight model: acid made uniformly along the straight track halves it to $r/4d\approx1.9$ %, and scattering paths of the same root-mean-square reach give roughly 4 to 5 %. It should be read as a few per cent. Electrons returning from the substrate would reduce the loss.

Reflection at the top surface is much smaller. The wavelength is $\lambda=13.48$ nm. Intensity decays as $e^{-4\pi\beta z/\lambda}$ in a medium with extinction coefficient $\beta$, so $\beta=\alpha\lambda/4\pi=0.0054$. With a rough refractive-index decrement $\delta=0.02$, the index is $n=1-\delta+i\beta$, and at normal incidence

$$
R=\left|\frac{1-n}{1+n}\right|^2\approx\frac{\delta^2+\beta^2}{4}\approx10^{-4}.
$$

This is about 0.01 % of the incident light. Reflection from the substrate is not included. It interferes with the incoming light, so a reflectance $R$ there modulates the local dose by about $\pm2\sqrt R$, which is 2 % for $R=10^{-4}$.

Photon noise is a spread about the mean and does not enter the initial slope. A cube 10 nm on a side at the top of the film absorbs about $0.00339\times20\times1000=68$ photons at 20 mJ/cm$^2$, if the small attenuation across the cube is neglected. The relative Poisson spread is $1/\sqrt{68}\approx12$ %. One value of $C$ can thus describe the average conversion while the number of absorbed photons differs noticeably between neighbouring small volumes.

## Comparison with a real resist

The inputs lie in the regime of polymer-based chemically amplified EUV resists: absorption of a few per micrometre, a generator density of order 0.1 per nm$^3$ (here 0.166 mol/L), a yield of a few acids per photon, films of some tens of nm and doses of some tens of mJ/cm$^2$. These are rough ranges, and resists containing strongly absorbing metals can lie well outside the first. The proportional fall of the yield is an assumption that the four inputs cannot test. Replacing it by the competition model with $k=1$ moves a constant read at a local dose of 20 mJ/cm$^2$ from 0.068 to 0.093 cm$^2$/mJ. Use of the incident dose for a 40 nm film moves the low-dose value the other way, to 0.061 cm$^2$/mJ.

Two further points matter when the estimate is set beside a measurement. First, $C$ counts acids generated. A base quencher removes acid afterwards, so a constant read from the surviving acid at a single dose comes out too small unless the neutralized part is added back. Second, $C\propto1/\rho$ holds at fixed yield, but a change of loading generally changes the yield too. In the competition model, let the other sinks have a fixed equivalent density $\rho_s=k\rho$. Then $\phi_0=N\rho/(\rho+\rho_s)$, and

$$
C=\frac{N\alpha}{E(\rho+\rho_s)} .
$$

When $\rho\ll\rho_s$, adding generators raises the acid yield almost in proportion and leaves $C$ nearly unchanged. When $\rho\gg\rho_s$, nearly every usable electron already finds a generator, and $C$ falls as $1/\rho$. Both statements hold $N$, $\alpha$ and $\rho_s$ fixed. A yield measured at one loading should therefore not be carried to another without a model of the competition.
